# Can current jetting mimic the chiral anomaly in longitudinal magnetoresistance?: a program that tests the result

```python
# Result under test: in a thin plate whose longitudinal resistivity does not
# depend on magnetic field B, point current contacts make the four-terminal
# resistance at the side edge fall with B (current jetting, no chiral anomaly).
# Symbols: x = direction of B and of nominal current, y = across the plate,
# aniso = sqrt(rho_yy/rho_xx), ratio = measured resistance / (rho_xx*s/(W*t)),
# s = tap spacing, W = width, t = thickness. Lengths in the solvers are in mm.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import e, hbar, m_e, k as k_B

LENGTH, WIDTH, SPACING = 4.0, 2.0, 2.0      # mm
THICK, CONTACT = 0.05, 0.1                 # mm
DENSITY = 1.5e28                           # m^-3, electrons and holes each
MOBILITY = 0.4                             # m^2/(V s)
B_MAX, TEMPERATURE, CURRENT = 9.0, 4.2, 0.1  # T, K, A


def drude_resistivity(field, n_e, n_h, mu_e, mu_h):
    """Resistivity tensor from the steady-state equation of motion."""
    bx, by, bz = field
    cross = np.array([[0, bz, -by], [-bz, 0, bx], [by, -bx, 0]])
    sigma = np.zeros((3, 3))
    for sign, n, mu in ((-1, n_e, mu_e), (1, n_h, mu_h)):
        sigma += n * e * mu * np.linalg.inv(np.eye(3) - sign * mu * cross)
    return np.linalg.inv(sigma)


def anisotropy(b, n_e=DENSITY, n_h=DENSITY, mu_e=MOBILITY, mu_h=MOBILITY):
    rho = drude_resistivity((b, 0, 0), n_e, n_h, mu_e, mu_h)
    return np.sqrt(rho[1, 1] / rho[0, 0])


def series_ratio(aniso, y_tap, y_inj, contact=0.0, length=LENGTH):
    """Cosine series across the width."""
    n = np.arange(1, 601)
    kap = n * np.pi / (WIDTH * aniso)
    coef = np.cos(n * np.pi * y_inj / WIDTH) * np.sinc(n * contact / (2 * WIDTH))
    shape = (np.exp(-kap * (length - SPACING) / 2)
             * (1 - np.exp(-kap * SPACING)) / (1 + np.exp(-kap * length)) / kap)
    return 1 + np.sum(4 * coef * np.cos(n * np.pi * y_tap / WIDTH) * shape) / SPACING


def dual_ratio(aniso):
    """Series along the length: central point injection, taps on the edge."""
    k = np.arange(1, 62, 2)
    terms = ((-1.0) ** ((k - 1) // 2) * np.sin(k * np.pi * SPACING / (2 * LENGTH))
             / (k * np.sinh(k * np.pi * aniso * WIDTH / (2 * LENGTH))))
    return 4 * aniso * WIDTH / (np.pi * SPACING) * terms.sum()


def strong_field_ratio(aniso):
    return (8 * aniso * WIDTH / (np.pi * SPACING)
            * np.sin(np.pi * SPACING / (2 * LENGTH))
            * np.exp(-np.pi * aniso * WIDTH / (2 * LENGTH)))


# Finite elements: bilinear elements on a rectangular grid, full 2x2 tensor
STEP = 0.025
NX, NY = round(LENGTH / STEP) + 1, round(WIDTH / STEP) + 1


def line_matrices(size):
    mass = sp.lil_matrix((size, size))
    stiff = sp.lil_matrix((size, size))
    slope = sp.lil_matrix((size, size))
    for i in range(size - 1):
        for a in (0, 1):
            for b in (0, 1):
                mass[i + a, i + b] += STEP * (2 if a == b else 1) / 6
                stiff[i + a, i + b] += (1 if a == b else -1) / STEP
                slope[i + a, i + b] += 0.5 if a else -0.5
    return mass.tocsr(), stiff.tocsr(), slope.tocsr()


MX, DX, CX = line_matrices(NX)
MY, DY, CY = line_matrices(NY)


def fem_ratios(sigma, y_start, y_stop):
    """Ratio for taps at every y; sigma is in units of the zero-field value."""
    matrix = (sigma[0, 0] * sp.kron(DX, MY) + sigma[1, 1] * sp.kron(MX, DY)
              + sigma[0, 1] * (sp.kron(CX, CY.T) + sp.kron(CX.T, CY))).tocsc()
    first, last = round(y_start / STEP), round(y_stop / STEP)
    profile = np.zeros(NY)
    profile[first:last + 1] = 1.0
    profile[first] = profile[last] = 0.5
    profile /= profile.sum()
    load = np.zeros((NX, NY))
    load[0], load[-1] = profile, -profile
    phi = np.zeros(NX * NY)
    phi[:-1] = spsolve(matrix[:-1, :-1], load.ravel()[:-1])
    phi = phi.reshape(NX, NY)
    left = round((LENGTH - SPACING) / 2 / STEP)
    right = round((LENGTH + SPACING) / 2 / STEP)
    return (phi[left] - phi[right]) * WIDTH / SPACING


def width_average(values):
    return (values.sum() - 0.5 * (values[0] + values[-1])) / (NY - 1)


rho0 = 1 / (2 * DENSITY * e * MOBILITY)


def plate_sigma(b, angle_deg):
    th = np.radians(angle_deg)
    rho = drude_resistivity((b * np.cos(th), b * np.sin(th), 0),
                            DENSITY, DENSITY, MOBILITY, MOBILITY)
    return np.linalg.inv(rho[:2, :2]) * rho0


# Transport tensor: no intrinsic longitudinal magnetoresistance
for b in (0.0, 2.0, 9.0):
    rho = drude_resistivity((b, 0, 0), DENSITY, DENSITY, 0.5, 0.3)
    assert abs(rho[0, 0] * DENSITY * e * 0.8 - 1) < 1e-10
    assert abs(rho[1, 1] / rho[0, 0] - (1 + 0.5 * 0.3 * b**2)) < 1e-9
assert abs(anisotropy(9.0, n_h=0.0) - 1) < 1e-10   # one carrier type: no jetting
u_max = MOBILITY * B_MAX
delta = 0.05
a_unbalanced = anisotropy(B_MAX, DENSITY * (1 + delta), DENSITY * (1 - delta))
assert abs(a_unbalanced**2 - (1 + u_max**2) / (1 + delta**2 * u_max**2)) < 1e-9

# Two expansions and the strong-field law
a_max = anisotropy(B_MAX)
MID = WIDTH / 2
for a in (1.0, 2.0, a_max, 10.0):
    assert abs(series_ratio(a, WIDTH, MID) - dual_ratio(a)) < 1e-9
assert abs(strong_field_ratio(10.0) / dual_ratio(10.0) - 1) < 1e-5

# Finite elements against the series, with finite contacts
half = CONTACT / 2
fem_mid = fem_ratios(plate_sigma(B_MAX, 0), MID - half, MID + half)
fem_corner = fem_ratios(plate_sigma(B_MAX, 0), 0, CONTACT)
edge_box = series_ratio(a_max, WIDTH, MID, CONTACT)
assert abs(fem_mid[-1] - edge_box) < 2e-3
assert abs(fem_mid[NY // 2] - series_ratio(a_max, MID, MID, CONTACT)) < 5e-3
assert abs(fem_corner[-1] - series_ratio(a_max, WIDTH, half, CONTACT)) < 2e-3
assert abs(fem_corner[0] - series_ratio(a_max, 0, half, CONTACT)) < 5e-3

# Width average: blind to jetting, sensitive to a real gain of conductivity
GAIN = 1.2
sigma_gain = np.diag([GAIN, 1 / a_max**2])
average_jet = width_average(fem_corner)
average_gain = width_average(fem_ratios(sigma_gain, MID - half, MID + half))
assert abs(average_jet - 1) < 1e-7
assert abs(average_gain - 1 / GAIN) < 1e-7
uniform = fem_ratios(plate_sigma(B_MAX, 0), 0, WIDTH)
assert np.max(np.abs(uniform - 1)) < 1e-7

# Exit-time representation behind the monotonic fall
m = np.arange(1, 301)
odd = np.arange(1, 302, 2)


def exit_density(tau, xi):
    return np.sum(4 * odd * np.pi / LENGTH**2 * (-1.0) ** ((odd - 1) // 2)
                  * np.cos(odd * np.pi * xi / LENGTH)
                  * np.exp(-(odd * np.pi / LENGTH) ** 2 * tau))


def theta_sum(q):
    return 1 + 2 * np.sum((-1.0) ** m * q ** (m.astype(float) ** 2))


for q in (0.1, 0.5, 0.8):
    product = np.prod((1 - q ** (2.0 * m)) * (1 - q ** (2.0 * m - 1)) ** 2)
    assert abs(theta_sum(q) - product) < 1e-10
xi = 0.5
kap_even = 2 * m * np.pi / (WIDTH * a_max)
edge_field = 1 + 2 * np.sum((-1.0) ** m * np.exp(-kap_even * (LENGTH / 2 - xi))
                            * (1 + np.exp(-2 * kap_even * xi))
                            / (1 + np.exp(-kap_even * LENGTH)))
averaged = quad(lambda tau: exit_density(tau, xi)
                * theta_sum(np.exp(-(2 * np.pi / (WIDTH * a_max)) ** 2 * tau)),
                0.02, 60, limit=300, points=[0.2, 1, 5, 20])[0]
assert abs(edge_field - averaged) < 1e-6
scan = np.array([anisotropy(b) for b in np.linspace(0, 20, 81)])
edge_scan = np.array([series_ratio(a, WIDTH, MID) for a in scan])
jet_scan = np.array([series_ratio(a, MID, MID) for a in scan])
assert np.all(np.diff(edge_scan) < 0) and 0 < edge_scan[-1] < edge_scan[0] < 1
assert np.all(np.diff(jet_scan) > 0)

# Weak-field coefficient c in R(B)/R(0) = 1 - c*(mobility*B)^2
n_even = 2 * np.arange(1, 101)
kap0 = n_even * np.pi / WIDTH
g0 = (np.exp(-kap0 * (LENGTH - SPACING) / 2) * (1 - np.exp(-kap0 * SPACING))
      / (1 + np.exp(-kap0 * LENGTH)) / kap0)
bracket = (kap0 * SPACING / 2 / np.tanh(kap0 * SPACING / 2) - 1
           - kap0 * LENGTH / 2 * np.tanh(kap0 * LENGTH / 2))
r_zero = series_ratio(1.0, WIDTH, MID)
c_weak = 2 / (SPACING * r_zero) * np.sum((-1.0) ** (n_even // 2) * g0 * bracket)
h = 1e-3
c_numeric = -(dual_ratio(np.sqrt(1 + h)) - dual_ratio(np.sqrt(1 - h))) / (2 * h * r_zero)
assert c_weak > 0 and abs(c_weak - c_numeric) < 1e-5

# Worked example
r_true = rho0 * SPACING / (WIDTH * THICK) * 1e3 * 1e6   # micro-ohm
edge_max = series_ratio(a_max, WIDTH, MID)
safe_length = brentq(lambda x: 1 - series_ratio(a_max, WIDTH, MID, length=x) - 0.01,
                     LENGTH, 40)
angles = (0, 2, 10, 90)
angle_r = [fem_ratios(plate_sigma(B_MAX, ang), MID - half, MID + half)[-1]
           for ang in angles]
assert angle_r[1] < r_zero < angle_r[3]
k_f = (3 * np.pi**2 * DENSITY) ** (1 / 3)
free_path = hbar * k_f * MOBILITY / e
fermi = (hbar * k_f) ** 2 / (2 * m_e) / e
landau = hbar * B_MAX / m_e            # eV, because hbar*(e*B/m)/e

print(f"plate length, width, tap spacing: {LENGTH}, {WIDTH}, {SPACING} mm")
print(f"thickness: {THICK*1e3:.0f} um; finite contact width: {CONTACT*1e3:.0f} um")
print(f"electron density = hole density: {DENSITY*1e-6:.2e} cm^-3")
print(f"mobility of both carriers: {MOBILITY*1e4:.0f} cm2/Vs")
print(f"resistivity rho_xx at every B: {rho0*1e8:.4f} uOhm cm")
print(f"true resistance R_true: {r_true:.3f} uOhm")
print(f"true voltage at {CURRENT*1e3:.0f} mA: {r_true*CURRENT:.3f} uV")
print("R in uOhm; mid/corner = injection, then tap position")
print("B(T)  A      mid-edge  mid-jet  corner-far  corner-near")
for b in (0, 1, 3, 5, 7, 9):
    a = anisotropy(b)
    row = [r_true * series_ratio(a, y, y0) for y, y0 in
           ((WIDTH, MID), (MID, MID), (WIDTH, 0), (0, 0))]
    print(f"{b:3d}  {a:.3f}  " + "  ".join(f"{v:8.3f}" for v in row))
print(f"mobility*B at {B_MAX:.0f} T: {u_max:.2f}")
print(f"mid-edge R/R_true at 0 T: {r_zero:.4f}")
print(f"mid-edge R/R_true at 9 T: {edge_max:.4f}")
print(f"mid-edge apparent magnetoresistance at 9 T: {100*(edge_max/r_zero-1):.1f} %")
print(f"strong-field estimate of R/R_true at 9 T: {strong_field_ratio(a_max):.4f}")
print(f"weak-field coefficient c: {c_weak:.4f}")
print(f"false anomaly coefficient c*mobility^2: {c_weak*MOBILITY**2:.5f} T^-2")
mr_one = series_ratio(anisotropy(1), WIDTH, MID) / r_zero - 1
print(f"magnetoresistance at 1 T, full series: {100*mr_one:.3f} %")
print(f"magnetoresistance at 1 T, quadratic law: {-100*c_weak*MOBILITY**2:.3f} %")
print(f"spreading length A*W/(2 pi) at 9 T: {a_max*WIDTH/(2*np.pi):.3f} mm")
print(f"plate length for 1 % error at 9 T: {safe_length:.1f} mm")
print(f"width average of R/R_true, jetting only: {average_jet:.4f}")
print(f"same with sigma_xx raised by factor {GAIN}: {average_gain:.4f}")
print(f"uniform end contacts, edge R/R_true at 9 T: {uniform[-1]:.4f}")
for ang, val in zip(angles, angle_r):
    print(f"field angle {ang:2d} deg, 9 T, finite contact: R = {r_true*val:.3f} uOhm")
print("Neglected effects at 9 T")
print(f"finite contact, series: R/R_true = {edge_box:.4f}")
print(f"finite contact, finite elements: R/R_true = {fem_mid[-1]:.4f}")
print(f"density imbalance (n-p)/(n+p) = {delta}: R/R_true = "
      f"{series_ratio(a_unbalanced, WIDTH, MID):.4f}")
a_unequal = anisotropy(B_MAX, mu_e=0.5, mu_h=0.3)
print(f"mobilities 5000 and 3000 cm2/Vs: R/R_true = "
      f"{series_ratio(a_unequal, WIDTH, MID):.4f}")
print(f"rho_xx growth factor that would hide the fall: {r_zero/edge_max:.2f}")
print(f"mean free path (spherical Fermi surface): {free_path*1e6:.2f} um")
print(f"surface scattering 3*path/(8*thickness): {100*3*free_path/(8*THICK*1e-3):.1f} %")
print(f"cyclotron radius: {hbar*k_f/(e*B_MAX)*1e6:.2f} um")
print(f"Fermi energy (free mass): {fermi:.2f} eV")
print(f"Landau spacing (free mass): {landau*1e3:.2f} meV")
print(f"thermal energy at {TEMPERATURE} K: {k_B*TEMPERATURE/e*1e3:.2f} meV")
print("tests ok")
```

Printed output:

```
plate length, width, tap spacing: 4.0, 2.0, 2.0 mm
thickness: 50 um; finite contact width: 100 um
electron density = hole density: 1.50e+22 cm^-3
mobility of both carriers: 4000 cm2/Vs
resistivity rho_xx at every B: 0.0520 uOhm cm
true resistance R_true: 10.403 uOhm
true voltage at 100 mA: 1.040 uV
R in uOhm; mid/corner = injection, then tap position
B(T)  A      mid-edge  mid-jet  corner-far  corner-near
  0  1.000    10.123    10.695     8.024    13.365
  1  1.077    10.028    10.798     7.607    13.989
  3  1.562     9.128    11.863     5.056    18.671
  5  2.236     7.383    14.339     2.500    26.178
  7  2.973     5.425    17.881     1.044    34.718
  9  3.736     3.727    22.007     0.396    43.618
mobility*B at 9 T: 3.60
mid-edge R/R_true at 0 T: 0.9731
mid-edge R/R_true at 9 T: 0.3583
mid-edge apparent magnetoresistance at 9 T: -63.2 %
strong-field estimate of R/R_true at 9 T: 0.3576
weak-field coefficient c: 0.0561
false anomaly coefficient c*mobility^2: 0.00898 T^-2
magnetoresistance at 1 T, full series: -0.939 %
magnetoresistance at 1 T, quadratic law: -0.898 %
spreading length A*W/(2 pi) at 9 T: 1.189 mm
plate length for 1 % error at 9 T: 14.5 mm
width average of R/R_true, jetting only: 1.0000
same with sigma_xx raised by factor 1.2: 0.8333
uniform end contacts, edge R/R_true at 9 T: 1.0000
field angle  0 deg, 9 T, finite contact: R = 3.739 uOhm
field angle  2 deg, 9 T, finite contact: R = 3.832 uOhm
field angle 10 deg, 9 T, finite contact: R = 6.402 uOhm
field angle 90 deg, 9 T, finite contact: R = 145.219 uOhm
Neglected effects at 9 T
finite contact, series: R/R_true = 0.3596
finite contact, finite elements: R/R_true = 0.3594
density imbalance (n-p)/(n+p) = 0.05: R/R_true = 0.3695
mobilities 5000 and 3000 cm2/Vs: R/R_true = 0.3793
rho_xx growth factor that would hide the fall: 2.72
mean free path (spherical Fermi surface): 2.01 um
surface scattering 3*path/(8*thickness): 1.5 %
cyclotron radius: 0.56 um
Fermi energy (free mass): 2.22 eV
Landau spacing (free mass): 1.04 meV
thermal energy at 4.2 K: 0.36 meV
tests ok
```
